\section*{Edge Roughness from Photon Absorption Noise in EUV Resist}

\section*{Question}

A resist film is exposed with extreme-ultraviolet light of wavelength 13.5 nm at a dose of 30 mJ/cm$^2$ and absorbs 20 percent of it. The image is a full-contrast sinusoid of 32 nm pitch, and the chemistry blurs it by a Gaussian of 3 nm. How rough does the random absorption of photons, acting alone, make a printed edge, and how does this roughness change with dose, blur, contrast and pitch?

\section*{Answer}

\subsection*{What is being counted}

Three conventions have to be fixed, because each changes the number. The dose $D$ is the average over one period of the image. The blur $s$ is the standard deviation of the Gaussian along each axis. The roughness is the rms displacement $\sigma_x$ of one edge, with all spatial frequencies included, and is quoted as $3\sigma_x$.

Let $x$ run across the lines and $y$ along them. The incident photon density per unit area has the mean
\begin{equation}
\phi(x)=\phi_0\,(1+C\sin kx),\qquad k=\frac{2\pi}{p},\qquad \phi_0=\frac{D}{E},
\end{equation}
where $p$ is the pitch, $C$ the contrast and $E$ the photon energy. The resist responds linearly to the blurred density of absorbed photons, summed through the film thickness. The edge lies where this density crosses its mean value. On average that happens at $x=0$, where the local dose equals $D$.

Each photon is absorbed independently with probability $A$. If the number arriving in a small cell is Poisson distributed with mean $\mu$, its generating function is $\langle z^N\rangle=e^{\mu(z-1)}$. Absorption replaces $z$ by $1-A+Az$ for each photon, so the absorbed number $N_a$ obeys
\begin{equation}
\langle z^{N_a}\rangle=e^{\mu(1-A+Az-1)}=e^{A\mu(z-1)} .
\end{equation}
This is again a Poisson distribution, with mean $A\mu$. The noise is therefore set by the absorbed density $\rho=A\phi_0$, and the photons that pass through add nothing to it.

For the numbers of the question, $E=hc/\lambda=91.84$ eV $=1.471\times10^{-17}$ J, and 30 mJ/cm$^2$ is $3.0\times10^{-16}$ J/nm$^2$. Hence
\begin{equation}
\phi_0=\frac{3.0\times10^{-16}}{1.471\times10^{-17}}\ \mathrm{nm}^{-2}=20.39\ \mathrm{nm}^{-2},
\qquad \rho=0.20\,\phi_0=4.078\ \mathrm{nm}^{-2}.
\end{equation}

\subsection*{Noise at the edge}

A photon absorbed at $\mathbf r_i$ contributes $G(\mathbf r-\mathbf r_i)$ to the blurred density $n(\mathbf r)$, with
\begin{equation}
G(\mathbf r)=\frac{1}{2\pi s^2}\,e^{-r^2/(2s^2)} .
\end{equation}
Divide the plane into small cells of area $a$. The counts in different cells are independent, and the variance of each count equals its mean, $\rho(1+C\sin kx')\,a$. Adding the variances, each weighted by $G^2$, and letting $a\to0$ gives
\begin{equation}
\mathrm{Var}\,n(\mathbf r)=\int \rho\,(1+C\sin kx')\,G^2(\mathbf r-\mathbf r')\,d^2r' .
\end{equation}
At $x=0$ the kernel is even in $x'$ and the sine is odd, so the sine term vanishes. What remains is
\begin{equation}
\mathrm{Var}\,n=\rho\int G^2\,d^2r=\frac{\rho}{4\pi^2s^4}\int e^{-r^2/s^2}\,d^2r
=\frac{\rho}{4\pi^2s^4}\,\pi s^2=\frac{\rho}{4\pi s^2}.
\end{equation}
The relative noise is $\sqrt{\mathrm{Var}\,n}/\rho=1/\sqrt N$ with $N=4\pi s^2\rho$. Blur thus acts like counting photons in an area $4\pi s^2$. Here $N=461$, the relative noise is 4.66 percent, and the noise itself is 0.190 nm$^{-2}$.

\subsection*{Slope at the edge}

Blur also weakens the image. With $x'=x+u$ and the one-dimensional Gaussian $g(u)$ of standard deviation $s$,
\begin{equation}
\int g(u)\sin k(x+u)\,du=\sin kx\int g(u)\cos ku\,du\equiv F(k)\sin kx ,
\end{equation}
since the term with $\sin ku$ is odd. To find $F$, differentiate it and use $u\,g=-s^2g'$, then integrate by parts:
\begin{equation}
\frac{dF}{dk}=-\int u\,g\,\sin ku\,du=s^2\int g'\sin ku\,du=-s^2k\,F .
\end{equation}
With $F(0)=1$ this gives $F=e^{-k^2s^2/2}$. The mean blurred density and its slope at the edge are
\begin{equation}
\langle n\rangle=\rho\,(1+M\sin kx),\qquad M=C\,e^{-k^2s^2/2},\qquad
\left.\frac{d\langle n\rangle}{dx}\right|_{0}=\rho kM .
\end{equation}
In the example $k=0.1963$ nm$^{-1}$ and $M=0.841$, so the slope is 0.673 nm$^{-3}$.

\subsection*{Displacement of the edge}

Write $n=\langle n\rangle+\delta n$. The displaced edge at $\delta x$ satisfies $\rho+\rho kM\,\delta x+\delta n=\rho$ to first order, so $\delta x=-\delta n/(\rho kM)$. An excess of photons moves this edge towards the darker side. The rms value is
\begin{equation}
\sigma_x=\frac{1}{\rho kM}\sqrt{\frac{\rho}{4\pi s^2}}
=\frac{e^{k^2s^2/2}}{C\,k\,s\,\sqrt{4\pi\rho}} .
\label{eq:ler}
\end{equation}
The numbers give
\begin{equation}
\sigma_x=\frac{0.1899\ \mathrm{nm}^{-2}}{0.6731\ \mathrm{nm}^{-3}}=0.282\ \mathrm{nm},
\qquad 3\sigma_x=0.85\ \mathrm{nm}=8.5\ \text{\AA}.
\end{equation}

Linearization needs two small quantities. The first is $k\sigma_x=0.055$, which keeps the edge on the straight part of the sine. The second is the relative noise of the slope. The variance of $\partial_xn$ follows from the same cell argument with $(\partial_xG)^2=x^2G^2/s^4$. Since $G^2$ is $1/(4\pi s^2)$ times a normalized Gaussian of variance $s^2/2$ per axis,
\begin{equation}
\mathrm{Var}(\partial_xn)=\frac{\rho}{4\pi s^2}\,\frac{1}{2s^2},\qquad
\frac{\sqrt{\mathrm{Var}(\partial_xn)}}{\rho kM}=\frac{\sigma_x}{\sqrt2\,s}=0.066 .
\end{equation}

A simulation that does not linearize supports the result. Photons were drawn at random, absorbed with probability 0.20 and blurred, and the threshold crossings were located on two edges, each 96 $\mu$m long in total. They gave $3\sigma_x=0.846$ nm, which agrees with Eq.~(\ref{eq:ler}) within the sampling error of about 0.5 percent; the match in the last digit is chance. A second case, with 60 mJ/cm$^2$, $s=5$ nm and $C=0.7$, gave 0.704 nm against 0.698 nm from the formula, a difference of 0.9 percent.

\subsection*{Roughness along the edge and of the line width}

The noise at two points of one edge, a distance $y$ apart, is correlated because both collect from the same photons. For any vector $\mathbf a$ and a shift $\mathbf y$ along the edge,
\begin{equation}
a^2+|\mathbf a+\mathbf y|^2=2\,|\mathbf a+\mathbf y/2|^2+y^2/2 .
\end{equation}
The product of the two kernels is therefore a shifted copy of $G^2$ times $e^{-y^2/(4s^2)}$. The shift is along $y$, so the sine term still vanishes, and the correlation of the edge displacement is
\begin{equation}
c(y)=e^{-y^2/(4s^2)} .
\end{equation}
It falls to $1/e=0.368$ at $y=2s=6$ nm, where the simulation gave 0.359.

Opposite edges are $p/2=16$ nm apart. The same factor is then $e^{-256/36}\approx8\times10^{-4}$. The mean density between the edges is at most $2\rho$, so their correlation stays below 0.002. The two displacements add as independent quantities, and the line width has a three-sigma roughness of $\sqrt2\times0.846=1.20$ nm.

\subsection*{How the roughness scales}

\textbf{Dose.} With $\rho=AD/E$, Eq.~(\ref{eq:ler}) gives $\sigma_x\propto\sqrt{E/(AD)}$ at fixed image and blur, with the threshold adjusted so that the edge stays at the mean dose. Halving the roughness takes four times the dose.

\textbf{Contrast.} At fixed dose, pitch and blur, $\sigma_x\propto1/C$. The noise at the edge does not depend on $C$; the slope does.

\textbf{Blur.} At fixed dose, pitch and contrast, blur enters through $e^{k^2s^2/2}/s$. Setting the derivative of its logarithm to zero gives
\begin{equation}
k^2s-\frac1s=0,\qquad s=\frac1k=\frac{p}{2\pi}.
\end{equation}
The second derivative, $k^2+1/s^2$, is positive, so this is a minimum. It lies at 5.09 nm in the example, where $3\sigma_x=0.69$ nm, 18 percent below the value at 3 nm. For smaller blur too few photons are averaged; for larger blur the loss of slope wins.

The gain has a price. If the dose changes by a small fraction $\epsilon$ at fixed threshold, the edge obeys $(1+\epsilon)(1+M\sin kx)=1$, so it moves by about $-\epsilon/(kM)$. At the best blur $M=e^{-1/2}=0.61$ instead of 0.84, and the edge is 39 percent more sensitive to dose errors. Minimum absorption noise is thus not by itself a rule for choosing the blur.

As $s\to0$ the formula diverges, but it fails before that. For $ks\ll1$ the relative slope noise is $\sigma_x/(\sqrt2s)\approx1/(\sqrt2\,Cks^2\sqrt{4\pi\rho})$, which reaches one near $s=0.7$ nm here. The random slope is then as large as the slope of the image, so the threshold can be crossed several times near one edge, and a small displacement of one smooth edge no longer describes it.

\textbf{Pitch.} At fixed dose, blur and contrast, a coarse pattern with $ks\ll1$ has $\sigma_x\propto p$, because its image is less steep. Relative to the pitch, however,
\begin{equation}
\frac{\sigma_x}{p}=\frac{e^{k^2s^2/2}}{2\pi C s\sqrt{4\pi\rho}}
\end{equation}
grows steadily as the pitch shrinks. If instead the blur is reduced in proportion to the pitch, $ks$ is constant and $\sigma_x$ depends on $C$ and $\rho$ alone. Keeping $\sigma_x/p$ constant then requires $\rho\propto1/p^2$: at fixed contrast, absorption and photon energy, half the pitch needs four times the dose. This rule, like the best blur above, belongs to the edge averaged through the whole film; both change when the averaging in depth is incomplete, as shown below.

\subsection*{Other readings of the same data}

If 30 mJ/cm$^2$ were the peak of the full-contrast image, the mean dose would be half as large and $3\sigma_x$ would rise by $\sqrt2$ to 1.20 nm. If 3 nm were the full width at half maximum of the blur, then $s=3/(2\sqrt{2\ln2})=1.27$ nm and Eq.~(\ref{eq:ler}) would give 1.73 nm. In that case the relative slope noise is already about 0.3, so the linearization is less well justified than in the main example.

\subsection*{What a real resist adds}

The pitch is in the rough range used for chemically amplified EUV resists. Doses quoted for scanners are usually open-frame doses, which exceed the period average $D$ used here. At 32 nm pitch $\lambda/p=0.42$, so a projection optic of numerical aperture 0.33 under two-pole illumination passes two diffraction orders from each pole. For an ideal thin mask with equal lines and spaces their amplitudes are $1/2$ and $1/\pi$, so the mean intensity is $1/4+1/\pi^2=0.35$ of the open frame and the contrast is $(1/\pi)/0.351=0.91$. An open-frame dose of 30 mJ/cm$^2$ would then give $3\sigma_x=1.58$ nm. Full contrast is an ideal that a real image falls short of. For the corrections below, a film thickness $T=40$ nm and a mean yield of $q=2$ acids per absorbed photon serve as rough typical values. Each correction is applied to the 0.85 nm result separately.

With the values chosen here, the largest of the following increases in roughness comes from incomplete averaging through the film. Suppose that the blur in depth is also only 3 nm, and look at the edge at mid-height, far from both surfaces compared with $s$. Take the absorbed density per volume as $\rho/T$. The extra Gaussian in depth contributes $\int g^2dz=1/(2\sqrt\pi s)$ to the variance, so the relative variance becomes
\begin{equation}
\frac{(\rho/T)\,(4\pi s^2)^{-1}(2\sqrt\pi s)^{-1}}{(\rho/T)^2}
=\frac{1}{4\pi s^2\rho}\,\frac{T}{2\sqrt\pi s}.
\end{equation}
The relative slope is unchanged, so the roughness grows by $\sqrt{T/(2\sqrt\pi s)}=1.94$. Numerical integration with the exponential absorption profile also gives 1.94, and $3\sigma_x$ becomes 1.64 nm. The scaling rules change as well. Blur now enters through $e^{k^2s^2/2}/s^{3/2}$, whose minimum lies at $ks=\sqrt{3/2}$, about 6.2 nm here. With $s\propto p$, constant $\sigma_x/p$ requires $\rho/T\propto1/p^3$, so at fixed thickness and absorption half the pitch needs eight times the dose. How far a measured edge averages over depth depends on development and on the measurement, which this model does not describe.

A second source is the random number of acids. Let the yield be Poisson distributed with mean $q$. Electrons displace each acid independently with standard deviation $s_e$, and later diffusion smears it by a Gaussian $G_a$ of standard deviation $s_a$, with $s_e^2+s_a^2=s^2$. One photon contributes $h=q^{-1}\sum_jG_a(\mathbf r-\mathbf r'-\mathbf u_j)$, where $\mathbf u_j$ are the electron displacements. The mean number of acids is $q$ and the mean number of ordered pairs is $q^2$. Averaging $G_a$ over $\mathbf u$ restores $G$, so
\begin{equation}
\langle h^2\rangle=\frac1q\,\langle G_a^2\rangle_{\mathbf u}+G^2,\qquad
\mathrm{Var}\,n=\rho\int\langle h^2\rangle\,d^2r'
=\frac{\rho}{4\pi s^2}\left(1+\frac{s^2}{q\,s_a^2}\right).
\end{equation}
The sine term drops out as before. With $s_e=s_a=2.12$ nm the bracket equals 2, and $3\sigma_x$ rises to 1.20 nm; a simulation with random acids also gave 1.20 nm. The size of this term depends on how the blur is split: for $s_a$ below about 1.3 nm the bracket exceeds the depth factor $1.94^2\approx3.8$, and the acid number becomes the larger correction.

Lowering the contrast to 0.8 gives 1.06 nm. Attenuation acts differently: it makes the mean edge drift with depth. The local roughness also varies with depth, because the local dose and the position of the edge on the sine change, but only the drift is sized here. The absorption coefficient is $\alpha=-\ln(0.8)/T=5.58$ $\mu$m$^{-1}$, so from top to bottom the local absorbed dose falls by $\alpha T=0.22$ of its depth average. By the dose-error relation above, the edge shifts by roughly $\alpha T/(kM)$. Solving the threshold condition at top and bottom, without exchange between depths, gives 1.36 nm.

The placement and depletion of acid generators, quencher, development and measurement noise are not sized here. The 0.85 nm is therefore the absorption-noise part for a depth-averaged edge in an ideal image, not a prediction of the total measured roughness. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Wavelength: 13.5 nm
Mean incident dose: 30 mJ/cm^2
Absorbed fraction: 0.2
Blur standard deviation: 3 nm
Pitch: 32 nm
Image contrast: 1
Photon energy: 91.84 eV
Incident photon density: 20.39 nm^-2
Absorbed photon density: 4.078 nm^-2
Image wave number k: 0.1963 nm^-1
Modulation left after blur: 0.8407
Effective photon number: 461.2
Relative density noise: 4.657 %
Blurred density noise: 0.1899 nm^-2
Blurred density slope: 0.6731 nm^-3
One-sigma edge roughness, formula: 0.2821 nm
Three-sigma edge roughness, formula: 0.8463 nm
Three-sigma edge roughness, formula: 8.463 angstrom
Three-sigma edge roughness, quadrature: 0.8463 nm
Three-sigma edge roughness, simulation: 0.846 nm
Correlation test lag: 6 nm
Edge correlation at this lag, formula: 0.3679
Edge correlation at this lag, simulation: 0.359
Three-sigma width roughness, formula: 1.197 nm
Three-sigma width roughness, simulation: 1.203 nm
Best blur at fixed dose, numerical: 5.093 nm
Three-sigma edge roughness at best blur: 0.691 nm
Second test: dose: 60 mJ/cm^2
Second test: blur: 5 nm
Second test: contrast: 0.7
Second test: three-sigma, formula: 0.6982 nm
Second test: three-sigma, simulation: 0.7043 nm
If dose is the peak: three-sigma: 1.197 nm
If blur is a FWHM: its standard deviation: 1.274 nm
If blur is a FWHM: three-sigma: 1.729 nm
Film thickness: 40 nm
Absorption coefficient: 5.579 um^-1
Mid-height roughness factor, formula: 1.939
Mid-height roughness factor, quadrature: 1.941
Mid-height three-sigma, quadrature: 1.643 nm
Mean acids per absorbed photon: 2
Electron blur and acid diffusion, each: 2.121 nm
Acid-yield variance factor: 2
With random acid yield: three-sigma, formula: 1.197 nm
With random acid yield: three-sigma, simulation: 1.2 nm
Reduced image contrast: 0.8
With reduced contrast: three-sigma: 1.058 nm
Mean edge shift from film top to bottom: 1.361 nm
\end{verbatim}
